# The Free Vacuum as Minimizer of the Bogoliubov-Dirac-Fock Energy

## 1. Definitions and conventions

Units are $\hbar=c=m=1$: energies are in $mc^2$, momenta in $mc$, inverse lengths in $mc/\hbar$. The free Dirac operator is $D_0=\boldsymbol\alpha\cdot\mathbf p+\beta$. Since $D_0^2=p^2+1$, its modulus is $|D_0|=\sqrt{1+p^2}$. The coupling is $\alpha$, a plain number, free to vary.

One-particle functions have four components and momenta $|\mathbf p|<\Lambda$, with $\Lambda$ finite. $P_+$ and $P_-$ project on the positive and negative spectrum of $D_0$. The free vacuum is the filled negative spectrum, with density matrix $P_-$. A mean-field state has a density matrix $P$ with $0\le P\le1$, the Pauli principle, and is described by

$$Q=P-P_-,\qquad Q_{\pm\pm}=P_\pm QP_\pm .$$

Here $Q_{++}=P_+PP_+\ge0$ counts electrons and $-Q_{--}=P_-(1-P)P_-\ge0$ counts holes. The kinetic energy, assumed finite, is

$$T(Q)=\mathrm{tr}\,|D_0|(Q_{++}-Q_{--})\ge 0 .$$

For densities, $D(f,g)=\iint f(\mathbf x)g(\mathbf y)/|\mathbf x-\mathbf y|\,d\mathbf x\,d\mathbf y$. With $\rho_Q(\mathbf x)=\mathrm{tr}_{\mathbb C^4}Q(\mathbf x,\mathbf x)$, the Bogoliubov-Dirac-Fock energy is

$$E(Q)=T(Q)+\frac\alpha2D(\rho_Q,\rho_Q)-\frac\alpha2X(Q),\qquad X(Q)=\iint\frac{|Q(\mathbf x,\mathbf y)|^2}{|\mathbf x-\mathbf y|}\,d\mathbf x\,d\mathbf y .$$

The claim is that for $0\le\alpha\le4/\pi$ one has $E(Q)\ge0$, with equality only at $Q=0$.

**What "measured from the free vacuum" means.** For finitely many modes $\varphi_i$, take the interaction $\frac\alpha2\sum v_{ijkl}:\!c_i^\dagger c_j^\dagger c_lc_k\!:$ with

$$v_{ijkl}=\iint\frac{\varphi_i^\dagger\varphi_k(\mathbf x)\,\varphi_j^\dagger\varphi_l(\mathbf y)}{|\mathbf x-\mathbf y|}\,d\mathbf x\,d\mathbf y,$$

normal ordered so that its expectation in the free vacuum vanishes. Write $g=P_-$, so that $\langle c_i^\dagger c_k\rangle_{\rm free}=g_{ki}$. Wick's theorem gives

$$\begin{aligned}c_i^\dagger c_j^\dagger c_lc_k={}&:\!c_i^\dagger c_j^\dagger c_lc_k\!:+g_{ki}:\!c_j^\dagger c_l\!:+g_{lj}:\!c_i^\dagger c_k\!:\\&-g_{li}:\!c_j^\dagger c_k\!:-g_{kj}:\!c_i^\dagger c_l\!:+g_{ki}g_{lj}-g_{li}g_{kj}.\end{aligned}$$

In the mean-field state the left side has expectation $P_{ki}P_{lj}-P_{li}P_{kj}$, and $\langle:\!c_i^\dagger c_k\!:\rangle=P_{ki}-g_{ki}=Q_{ki}$. Inserting $P=g+Q$, the direct terms are

$$(g+Q)_{ki}(g+Q)_{lj}-g_{ki}Q_{lj}-g_{lj}Q_{ki}-g_{ki}g_{lj}=Q_{ki}Q_{lj},$$

and the exchange terms reduce likewise to $-Q_{li}Q_{kj}$. Summed with $v_{ijkl}$, the first product gives $D(\rho_Q,\rho_Q)$. The second gives $\mathrm{tr}\,Q(\mathbf y,\mathbf x)Q(\mathbf x,\mathbf y)=|Q(\mathbf x,\mathbf y)|^2$, because $Q$ is Hermitian. This reduction was tested on Slater determinants in an explicit four-mode Fock space; the deviation was at rounding level.

A plain difference of two Hartree-Fock energies would keep the terms linear in $Q$, which are the mean field of the filled sea. Normal ordering removes them. For infinitely many modes the formula for $E(Q)$ is taken as the definition.

## 2. Simple case: one rotated sea orbital

Take normalized $\varphi_-$ and $\varphi_+$ in the two spectral subspaces. Replace $\varphi_-$ in the sea by

$$\psi=\cos\theta\,\varphi_-+e^{i\eta}\sin\theta\,\varphi_+ ,$$

leaving the rest filled. With $s=\sin\theta$ and $c=\cos\theta$,

$$Q=|\psi\rangle\langle\psi|-|\varphi_-\rangle\langle\varphi_-|=s^2\big(|+\rangle\langle+|-|-\rangle\langle-|\big)+sc\big(e^{i\eta}|+\rangle\langle-|+\text{h.c.}\big).$$

The kinetic energy is $T=s^2(K_++K_-)$, with $K_\pm=\langle\varphi_\pm,|D_0|\varphi_\pm\rangle$.

Write $(ab|cd)=\iint a^\dagger b(\mathbf x)\,c^\dagger d(\mathbf y)/|\mathbf x-\mathbf y|$. Expanding the two interaction integrals,

$$\begin{aligned}D(\rho_Q,\rho_Q)&=(\psi\psi|\psi\psi)-2(\psi\psi|{-}{-})+({-}{-}|{-}{-}),\\ X(Q)&=(\psi\psi|\psi\psi)-2(\psi{-}|{-}\psi)+({-}{-}|{-}{-}).\end{aligned}$$

The difference is $D-X=-2[(\psi\psi|{-}{-})-(\psi{-}|{-}\psi)]$. Inserting $\psi$ gives

$$\begin{aligned}(\psi\psi|{-}{-})&=c^2({-}{-}|{-}{-})+s^2({+}{+}|{-}{-})+2sc\,\mathrm{Re}\,e^{i\eta}({-}{+}|{-}{-}),\\(\psi{-}|{-}\psi)&=c^2({-}{-}|{-}{-})+s^2({+}{-}|{-}{+})+2sc\,\mathrm{Re}\,e^{i\eta}({-}{-}|{-}{+}).\end{aligned}$$

The first and last terms cancel in the difference, since exchanging $\mathbf x$ and $\mathbf y$ does not change an integral. With $J=({+}{+}|{-}{-})$ and $X_t=({+}{-}|{-}{+})$,

$$E=\sin^2\theta\,\big[K_++K_--\alpha(J-X_t)\big].$$

The pair costs its kinetic energy, including both rest energies, and gains the electron-hole attraction $J$, reduced by $X_t$. Here $X_t\ge0$ because it is the Coulomb energy of a transition density with its complex conjugate.

**A first bound.** Kato's inequality, $1/|\mathbf x|\le\frac\pi2|\mathbf p|$, is proved in section 4. Centred at $\mathbf y$ and averaged over the cloud of $\varphi_-$, it gives $J\le\frac\pi2\langle\varphi_+,|\mathbf p|\varphi_+\rangle\le\frac\pi2K_+$, because $|\mathbf p|\le\sqrt{1+p^2}=|D_0|$. With the clouds exchanged, $J\le\frac\pi2K_-$. The mean of the two is $J\le\frac\pi4(K_++K_-)$, so

$$E\ge\sin^2\theta\,(K_++K_-)\Big(1-\frac{\pi\alpha}4\Big).$$

The value $4/\pi$ appears because two particles pay kinetic energy for one attraction. It is a sufficient bound here, not the coupling at which a single pair becomes favourable. For the packets below, the bracket changes sign only at $\alpha=2K/(J-X_t)\approx4.06$.

**Numbers.** Let $\Lambda=20$ and project $(g\chi,0)$ on the positive subspace, with $\chi$ spin up and $g=(1-p^2/\Lambda^2)^{108}$. Up to normalization,

$$\varphi_+=\tfrac g2\begin{pmatrix}(1+1/\mathcal E)\chi\\(\boldsymbol\sigma\cdot\mathbf p/\mathcal E)\chi\end{pmatrix},\quad
\varphi_-=\tfrac g2\begin{pmatrix}-(\boldsymbol\sigma\cdot\mathbf p/\mathcal E)\chi\\(1+1/\mathcal E)\chi\end{pmatrix},\quad \mathcal E=\sqrt{1+p^2}.$$

In position space these are $(F\chi,iG\sigma_r\chi)$ and $(-iG\sigma_r\chi,F\chi)$, with real radial functions $F,G$ and $\sigma_r=\boldsymbol\sigma\cdot\mathbf x/r$. Both clouds have density $F^2+G^2$ and $K_+=K_-=K$. The transition density is $\varphi_-^\dagger\varphi_+=i\nu$, with $\nu=2FG\cos\vartheta$ and $\vartheta$ the polar angle.

The integrals are $K=1.8117$, $J=0.9232$ and $X_t=0.0316$. Take $\theta=\pi/6$ and $e^{i\eta}=-i$. The clouds cancel in $\rho_Q$, leaving $\rho_Q=\sin2\theta\,\nu$. Hence

$$\begin{aligned}T&=2\times0.25\times1.8117=0.9059,\\D(\rho_Q,\rho_Q)&=0.75\times0.031577=0.0237,\\X(Q)&=0.0237+2\times0.25\times(0.9232-0.0316)=0.4695 .\end{aligned}$$

At the physical $\alpha=0.0072974$ the direct energy is $0.00009$ and the exchange energy $-0.00171$, so $E=0.9042\,mc^2$, or $462.1$ keV. At $\alpha=4/\pi$ it is still positive, $E=0.6220\,mc^2$.

**Limit.** As $\theta\to0$ the energy vanishes as $\theta^2$. There is no linear term, so the free vacuum is stationary under this rotation.

## 3. From one pair to any state: the Pauli inequality

For the rotated orbital, squaring $Q$ gives diagonal entries $s^4+s^2c^2=s^2$, while the off-diagonal entries cancel. Thus $Q^2=Q_{++}-Q_{--}$. For a general state this becomes an inequality.

From $0\le P\le1$ follows $P^2\le P$. With $P=Q+P_-$ and $P_-^2=P_-$,

$$Q^2+QP_-+P_-Q+P_-\le Q+P_-,\qquad\text{so}\qquad Q^2\le Q-QP_--P_-Q .$$

Decompose $Q=Q_{++}+Q_{+-}+Q_{-+}+Q_{--}$. Then $QP_-=Q_{+-}+Q_{--}$ and $P_-Q=Q_{-+}+Q_{--}$. Subtracting,

$$Q^2\le Q_{++}-Q_{--},$$

with equality if and only if $P^2=P$. Since $|D_0|$ commutes with $P_\pm$, multiplying by $|D_0|^{1/2}$ on both sides and taking the trace gives

$$\mathrm{tr}\,|D_0|Q^2\le T(Q).$$

**Limit.** One electron with fractional occupation $f$ has $Q=f|\varphi_+\rangle\langle\varphi_+|$, and the inequality reads $f^2\le f$, sharp at $f=0$ and $1$. For random finite matrices, $Q_{++}-Q_{--}-Q^2$ vanished to rounding when $P$ was a projector, and for mixed states it had no negative eigenvalue beyond rounding.

**The terms are well defined.** Because $|D_0|\ge1$, the trace bound makes $\mathrm{tr}\,Q^2$ finite, so the momentum kernel $\hat Q(\mathbf p,\mathbf q)$ is square integrable. The density has the Fourier transform

$$\hat\rho_Q(\mathbf k)=(2\pi)^{-3/2}\int\mathrm{tr}_{\mathbb C^4}\hat Q(\mathbf q+\mathbf k,\mathbf q)\,d\mathbf q .$$

The integration region is bounded by the cutoff, so by Cauchy-Schwarz $\hat\rho_Q$ is square integrable too. Then

$$D(\rho_Q,\rho_Q)=4\pi\int\frac{|\hat\rho_Q(\mathbf k)|^2}{k^2}\,d\mathbf k\ge0 ,$$

where this argument alone does not exclude the value $+\infty$; it would do no harm to a lower bound.

## 4. Kato's inequality

The Fourier integral of $1/|\mathbf x|$ is $4\pi/k^2$, because $-\nabla^2(1/|\mathbf x|)=4\pi\delta$. Multiplication by $1/|\mathbf x|$ is therefore convolution with $(2\pi)^{-3}4\pi/k^2=1/(2\pi^2k^2)$:

$$\Big\langle f,\frac1{|\mathbf x|}f\Big\rangle=\frac1{2\pi^2}\iint\frac{\hat f^*(\mathbf p)\hat f(\mathbf q)}{|\mathbf p-\mathbf q|^2}\,d\mathbf p\,d\mathbf q .$$

Use $|\hat f(\mathbf p)\hat f(\mathbf q)|\le\frac12\big(|\hat f(\mathbf p)|^2\frac{p^2}{q^2}+|\hat f(\mathbf q)|^2\frac{q^2}{p^2}\big)$. The two terms contribute equally by symmetry, so

$$\Big\langle f,\frac1{|\mathbf x|}f\Big\rangle\le\frac1{2\pi^2}\int|\hat f(\mathbf p)|^2p^2\Big[\int\frac{d\mathbf q}{q^2|\mathbf p-\mathbf q|^2}\Big]d\mathbf p .$$

In the bracket, the measure $q^2dq$ cancels $1/q^2$. The angular integral is

$$2\pi\int_{-1}^1\frac{d\mu}{p^2+q^2-2pq\mu}=\frac{2\pi}{pq}\ln\left|\frac{p+q}{p-q}\right| .$$

With $q=pt$ the bracket becomes $(2\pi/p)I$, where $I=\int_0^\infty\ln\left|\frac{1+t}{1-t}\right|\frac{dt}t$. The substitution $t\to1/t$ maps $(1,\infty)$ to $(0,1)$ with the same integrand. Expanding the logarithm in a series of positive terms,

$$I=2\int_0^1\sum_{n\ge0}\frac{2t^{2n}}{2n+1}\,dt=4\sum_{n\ge0}\frac1{(2n+1)^2}=4\cdot\frac{\pi^2}8=\frac{\pi^2}2 .$$

The odd sum is $\pi^2/8$ because removing the even terms from $\pi^2/6$ leaves three quarters of it. The bracket is $\pi^3/p$, and

$$\Big\langle f,\frac1{|\mathbf x|}f\Big\rangle\le\frac1{2\pi^2}\,\pi^3\int p\,|\hat f(\mathbf p)|^2d\mathbf p=\frac\pi2\langle f,|\mathbf p|f\rangle .$$

**Limit.** The Gaussian $\pi^{-3/4}e^{-r^2/2}$ is its own Fourier transform, so $\langle|\mathbf p|\rangle=\langle r\rangle=2/\sqrt\pi$. Also $\langle1/r\rangle=2/\sqrt\pi$, so its ratio $\langle1/r\rangle/\langle|\mathbf p|\rangle$ is 1. Combining Gaussians with exponents $4^i$, without a cutoff, raises the largest ratio to $1.326$, $1.528$ and $1.567$ for 5, 20 and 80 functions. These stay below $\pi/2=1.571$ and come close to it, so this family leaves little room for a smaller constant.

## 5. The general bound

Fix $\mathbf y$ and a spinor index $b$. The column $Q_{ab}(\mathbf x,\mathbf y)$ is then a four-component function of $\mathbf x$. Kato's inequality holds with its centre moved to $\mathbf y$, because $|\mathbf p|$ is translation invariant. Summing over $b$ and integrating over $\mathbf y$,

$$X(Q)\le\frac\pi2\,\mathrm{tr}\,|\mathbf p|Q^2\le\frac\pi2\,\mathrm{tr}\,|D_0|Q^2 .$$

The second step uses $|\mathbf p|\le\sqrt{1+p^2}$. Dropping the nonnegative direct term and using section 3,

$$E(Q)\ge T(Q)-\frac{\pi\alpha}4\mathrm{tr}\,|D_0|Q^2\ge\Big(1-\frac{\pi\alpha}4\Big)T(Q).$$

For $\alpha\le4/\pi$ the right side is nonnegative, while $E(0)=0$. The free vacuum is a minimizer, and the bound does not depend on $\Lambda$.

**Uniqueness.** For $\alpha<4/\pi$, $E(Q)=0$ forces $T(Q)=0$. Then $\mathrm{tr}\,|D_0|Q^2=0$ and $Q=0$. At $\alpha=4/\pi$ keep the sharper middle bound with $|\mathbf p|$:

$$E(Q)\ge\mathrm{tr}\big(\sqrt{1+p^2}-|\mathbf p|\big)Q^2\ge\frac{\mathrm{tr}\,Q^2}{\sqrt{1+\Lambda^2}+\Lambda} .$$

The last step uses $\sqrt{1+p^2}-p=1/(\sqrt{1+p^2}+p)$, which decreases with $p$. The mass thus gives an explicit positive bound at the endpoint for every $Q\ne0$, although this bound tends to zero as $\Lambda\to\infty$.

**Limit: one electron.** For $Q=|\varphi_+\rangle\langle\varphi_+|$ one has $|Q(\mathbf x,\mathbf y)|^2=\rho_Q(\mathbf x)\rho_Q(\mathbf y)$. Direct and exchange terms cancel, and $E=K_+\ge1$. There is no self-interaction.

**Limit: charged sectors.** The relative electron number $N=\mathrm{tr}\,Q_{++}+\mathrm{tr}\,Q_{--}$ satisfies $|N|\le\mathrm{tr}(Q_{++}-Q_{--})\le T$. Hence $E\ge(1-\pi\alpha/4)|N|$ for $\alpha\le4/\pi$. The free vacuum is the minimizer over all sectors together; in a sector $N\ne0$ it is not an allowed state.

**How much room is left.** At the physical coupling $\pi\alpha/4=0.0057$, so $E\ge0.9943\,T$. Take four packets of the type in section 2 from each subspace, with powers 108, 36, 12 and 4. Over all kernels in this space the largest $X(Q)/\mathrm{tr}\,|D_0|Q^2$ is $0.625$, well below $\pi/2$. Among random pure and mixed states built from these packets, the lowest $E/T$ was $0.816$ at $\alpha=1$, where the bound is $0.215$, and $0.765$ at $\alpha=4/\pi$, where it is zero. These are sampled values in a small space, not minima over all states.

## 6. Stronger coupling

The proof makes $4/\pi$ sufficient and does not show that it is optimal. An upper limit on the admissible coupling comes from a trial state. A small rotation mixing all eight packets gives $E=+6.4\times10^{-3}$ at $\alpha=4/\pi$, but $E=-5.0\times10^{-4}$ at $\alpha=3.7225$ (and, by linearity in $\alpha$, $-4.9\times10^{-4}$ at $\alpha=3.72$). The free vacuum is then not the minimizer.

For any fixed $Q$ the energy is linear in $\alpha$ and starts at $T\ge0$. Once negative, it stays negative as $\alpha$ grows. At $\Lambda=20$ the largest coupling for which the free vacuum is a minimizer therefore lies between $1.27$ and $3.72$. The upper end comes from one trial state in a space of eight localized packets; it is a limit, not an estimate of the critical coupling, and richer trial states can lower it.

## 7. An external charge

Let $\nu$ be a real external charge density, counted positive where its charge attracts electrons and negative where it repels them, with $D(\nu,\nu)$ finite. When $D(\rho_Q,\rho_Q)$ is finite,

$$E_\nu(Q)=E(Q)-\alpha D(\rho_Q,\nu).$$

Completing the square,

$$\frac\alpha2D(\rho_Q,\rho_Q)-\alpha D(\rho_Q,\nu)=\frac\alpha2D(\rho_Q-\nu,\rho_Q-\nu)-\frac\alpha2D(\nu,\nu).$$

The first term on the right is nonnegative, and section 5 controls exchange, so for $\alpha\le4/\pi$

$$E_\nu(Q)\ge-\frac\alpha2D(\nu,\nu).$$

The energy remains bounded below, but the free vacuum, still at $E_\nu=0$, can lose its place. With $V(\mathbf x)=\int\nu(\mathbf y)/|\mathbf x-\mathbf y|\,d\mathbf y$, the rotation of section 2 changes the energy to first order by $-2\alpha\theta\,\mathrm{Re}\,e^{i\eta}\langle\varphi_-,V\varphi_+\rangle$. If this matrix element is nonzero, a suitable phase makes the change negative, while the cost of the pair is of order $\theta^2$. This is vacuum polarization.

For the dipole $\nu=2FG\cos\vartheta$ of section 2, $D(\nu,\nu)=X_t$ and $D(\rho_Q,\nu)=\sin2\theta\,X_t$. With $A=2K-\alpha(J-X_t)=3.617$,

$$E_\nu=A\sin^2\theta-\alpha X_t\sin2\theta=\frac A2-\Big(\frac A2\cos2\theta+\alpha X_t\sin2\theta\Big).$$

The largest value of the parenthesis is the length of the vector $(A/2,\alpha X_t)$, so

$$\min_\theta E_\nu=\frac A2-\sqrt{\frac{A^2}4+\alpha^2X_t^2}\approx-\frac{(\alpha X_t)^2}A=-\frac{(2.304\times10^{-4})^2}{3.617}=-1.47\times10^{-8}.$$

It is reached at $\theta\approx\alpha X_t/A=6.37\times10^{-5}$. The general lower bound is $-\alpha X_t/2=-1.15\times10^{-4}$, far below this one-orbital result. The bound corresponds to complete screening, $\rho_Q=\nu$, at no kinetic cost, whereas here the pair energy $A$ keeps the response weak.

All these statements concern the mean-field energy with instantaneous Coulomb interaction, normal ordered with the bare projector $P_-$. Transverse photons and correlation beyond mean field are left out. The numerical output follows.

## Calculated quantities

```
physical alpha = 0.00729735, 1/alpha = 137.0360
4/pi = 1.273240, pi/2 = 1.570796
m c^2 = 510.9990 keV
Fock-space check, largest deviation = 1.9e-15
lowest eigenvalue of Q++ - Q-- - Q^2 = -2.7e-15
radial integral in Kato's proof = 4.93480220
pi^2/2 = 4.93480220
max <1/r>/<|p|>, 5 Gaussians = 1.326243
max <1/r>/<|p|>, 20 Gaussians = 1.528286
max <1/r>/<|p|>, 80 Gaussians = 1.567047
cutoff = 20.0 m c; packets per subspace = 4
packet powers = [108, 36, 12, 4]
max exchange/tr|D0|Q^2 in packet space = 0.624665
lowest E/kinetic, random states, alpha=1: 0.815539
lowest E/kinetic, random states, alpha=4/pi: 0.765137
K = 1.811700 m c^2
J = 0.923247 m c/hbar
X = 0.031577 m c/hbar
theta = 0.523599 rad, sin^2 = 0.2500
pair: kinetic part = 0.905850 m c^2
pair: D(rho,rho) = 0.023683 m c/hbar
pair: exchange integral = 0.469518 m c/hbar
pair: direct energy, physical alpha = 0.00008641 m c^2
pair: exchange energy, physical alpha = -0.00171312 m c^2
pair: E, physical alpha = 0.904223 m c^2
pair: E, physical alpha = 462.057 keV
pair: E, alpha=4/pi = 0.622023 m c^2
packet-space instability coupling = 3.545252
test coupling above it = 3.722515
rotated state: E there = -4.9940e-04 m c^2
rotated state: E at 4/pi = 6.4060e-03 m c^2
external dipole: best theta = 6.3706e-05 rad
external dipole: lowest E = -1.4681e-08 m c^2
external dipole: lower bound = -1.1522e-04 m c^2
```
